# Radial and mean dopant response to weak convection in planar growth

In a model of gallium-doped germanium growing at 5 µm/s, a melt flow of 0.63 µm/s makes the steady crystal 1.1 % richer in dopant on its axis than at its edge. The same flow changes the cross-section mean in the steady melt by at most $6.5\times10^{-4}$ of the nominal concentration, and leaves the mean of the steady crystal unchanged. The two responses differ because the radial variation is of first order in the flow, whereas the mean can change only at second order.

Let the interface be the plane $z=0$, with melt at $z>0$, in a cylinder of radius $R$. The growth rate $V$, the dopant diffusivity $D$ and the segregation coefficient $k$ (concentration in the solid over that in the melt at the interface) are uniform. Solid and melt have equal densities, and the dopant does not affect the flow. In the frame of the interface the melt moves with velocity $-V\mathbf e_z+U\mathbf u$, where $\nabla\cdot\mathbf u=0$ and the convective part $\mathbf u$ has no normal component at any wall or at the interface. Equal densities and a closed end then leave no net convective flow through any cross-section: $\langle u_z\rangle=0$, where $\langle\ \rangle$ is the cross-section average.

The natural length is $\delta=D/V$. Put $\zeta=z/\delta$, $\rho=r/R$, $a=R/\delta$ and $\varepsilon=U/V$, measure time $\tau$ in $\delta/V$ and concentration $c$ in its initial value $c_\infty$. The dopant balance becomes

$$\partial_\tau c=c''+c'+\frac1{a^2}\Delta_\rho c-\varepsilon\,\mathbf u\cdot\nabla c ,$$

where a prime means $\partial/\partial\zeta$ and $\Delta_\rho$ is the Laplacian in the cross-section. The melt supplies the flux $c'+c$ towards the interface and the crystal removes $kc$, so $c'=-(1-k)c$ at $\zeta=0$. No dopant crosses the side wall, where $\partial_\rho c=0$, or the end wall, which approaches with speed $V$ together with the melt, so that $c'=0$ there.

Now average over the cross-section. The term $\Delta_\rho c$ integrates to the side-wall flux, which is zero. Since $\mathbf u\cdot\nabla c=\nabla\cdot(\mathbf uc)$ and $\mathbf u$ does not cross the side wall,

$$\partial_\tau\langle c\rangle=\langle c\rangle''+\langle c\rangle'-\varepsilon\langle u_zc\rangle' .$$

Expand $c=c_0+\varepsilon c_1+\varepsilon^2c_2+\dots$. A melt that starts uniform gives a $c_0$ without radial variation, so the first-order source contains $\langle u_zc_0\rangle=c_0\langle u_z\rangle=0$. The mean $m=\langle c_1\rangle$ therefore obeys $\partial_\tau m=m''+m'$ with homogeneous boundary conditions and zero initial value. To see that it stays zero in a melt of shrinking length $L$, with $dL/d\tau=-1$, multiply by $m$ and integrate. The terms in $m(L)^2$ cancel, leaving

$$\frac12\frac{d}{d\tau}\int_0^Lm^2d\zeta=\left(\tfrac12-k\right)m(0)^2-\int_0^Lm'^2d\zeta .$$

Averaging $m(0)^2=m(x)^2-2\int_0^xmm'd\zeta$ over $x$ and using $2|mm'|\le\frac12m^2+2m'^2$ gives $m(0)^2\le(1/L+\frac12)\int m^2+2\int m'^2$. Hence $\frac{d}{d\tau}\int m^2\le(1/L+\frac12)\int m^2$, and an integral that starts at zero remains zero while $L>0$. Thus $\langle c_1\rangle=0$ throughout growth in the closed ampoule, in the melt and in the solid.

A finite ampoule has no true steady dopant field, but a melt much longer than the transient has one near the interface. Without flow, $c_0''+c_0'=0$ and the interface condition give

$$c_0=1+\frac{1-k}{k}e^{-\zeta},\qquad c_0(0)=\frac1k .$$

With a flow that dies out far from the interface, one integration of the steady averaged equation gives $\langle c\rangle'+\langle c\rangle-\varepsilon\langle u_zc\rangle=1$. At $\zeta=0$ the left side is $k\langle c\rangle$, because $u_z=0$ there. The steady solid therefore has mean composition 1 at any flow amplitude for which such a state exists. Second-order changes of the mean solid composition belong to the transients.

The size of the radial effect requires a flow. In a long column whose axis is hotter than its wall by $\Delta T$, with a parabolic radial temperature and an acceleration $g$ directed from melt to crystal, creeping motion obeys

$$\frac1\rho\frac{d}{d\rho}\left(\rho\frac{dv}{d\rho}\right)=G-K(1-\rho^2),\qquad K=\frac{g\beta\,\Delta T R^2}{\nu},$$

where $v$ is the axial velocity, $\beta$ the thermal expansivity, $\nu$ the kinematic viscosity and $G$ the scaled pressure gradient. The regular solution is $v=C+(G-K)\rho^2/4+K\rho^4/16$. No slip gives $C=-(G-K)/4-K/16$. With $\langle\rho^2\rangle=\frac12$ and $\langle\rho^4\rangle=\frac13$, zero net flow gives $G-K=-K/3$, hence $C=K/48$ and

$$v=\frac K{48}f(\rho),\qquad f=1-4\rho^2+3\rho^4 .$$

Thus $U=g\beta\,\Delta TR^2/(48\nu)$. This sets a speed scale for the model and does not describe a whole furnace: steady heat conduction with the parabolic profile makes the axial temperature gradient rise by $4\Delta T/R^2$ per unit length, or 8 K/cm for each centimetre in the example below, so a constant $\Delta T$ is realistic only over a short part of the melt. Near the interface I take $u_z=w(\zeta)f(\rho)$ with the model envelope $w=\frac{e^2}{4}(\zeta/b)^2e^{-\zeta/b}$, whose peak value is 1 at $\zeta=2b$. Continuity makes the radial velocity proportional to $-w'\rho(1-\rho^2)^2$. It vanishes at the side wall, and at the interface because $w'(0)=0$, so there is no slip on either.

The first-order steady equation is $c_1''+c_1'+a^{-2}\Delta_\rho c_1=wf\,c_0'$. Write $c_1=\sum A_n(\zeta)J_0(\lambda_n\rho)$ with $J_1(\lambda_n)=0$, $\lambda_n>0$, which satisfies the side-wall condition. The coefficients of $f$ are $f_n=2\int_0^1\rho fJ_0\,d\rho/J_0(\lambda_n)^2$. Two integrations by parts with $\lambda_n^2\rho J_0=-(\rho J_0')'$, primes here denoting $d/d\rho$, give

$$\lambda_n^2\int_0^1\rho fJ_0\,d\rho=4J_0(\lambda_n)-\int_0^1(48\rho^3-16\rho)J_0\,d\rho .$$

Here $\int\rho J_0\,d\rho=0$, and the same integrations applied to $\rho^2$ give $\int\rho^3J_0\,d\rho=2J_0(\lambda_n)/\lambda_n^2$. Therefore

$$f_n=\frac{8(1-24/\lambda_n^2)}{\lambda_n^2J_0(\lambda_n)} .$$

Each amplitude obeys $A_n''+A_n'-(\lambda_n/a)^2A_n=f_nwc_0'$. Multiply by $e^{-s_n\zeta}$ and integrate from 0 to infinity. The left side becomes $-A_n'(0)-(1+s_n)A_n(0)$ plus $s_n^2+s_n-(\lambda_n/a)^2$ times $\int e^{-s_n\zeta}A_n\,d\zeta$. The last term vanishes for

$$s_n=\frac{-1+\sqrt{1+4\lambda_n^2/a^2}}2 .$$

The interface condition $A_n'(0)=-(1-k)A_n(0)$ reduces the rest to $-(s_n+k)A_n(0)$. With $c_0'=-\frac{1-k}ke^{-\zeta}$ the two minus signs cancel:

$$A_n(0)=\frac{(1-k)f_n}{k(s_n+k)}I_n,\qquad I_n=\int_0^\infty we^{-(1+s_n)\zeta}d\zeta=\frac{e^2}{2}\frac{b}{[1+(1+s_n)b]^3}.$$

The steady solid has mean 1, so its relative axis-to-edge contrast is, to first order, $\varepsilon k\sum A_n(0)[1-J_0(\lambda_n)]$. For $k<1$ and rising melt on the axis, the rejected dopant is swept inward along the interface and the axis is enriched. Reversing the flow, or taking $k>1$, reverses the sign.

Two limits show what controls the contrast. In a narrow cylinder, $a\ll1$, with a flow cell that scales with the radius, $b=a/2$, one has $s_n\simeq\lambda_n/a$. For $k$ small compared with $s_n$, both $1/(s_n+k)$ and $I_n$ are then proportional to $a$, so the contrast varies as $\varepsilon a^2$: radial diffusion erases it. In a very wide cylinder at fixed $b$ and $\varepsilon$, $s_n\to0$, and since $\sum f_n[1-J_0(\lambda_n)]=f(0)-f(1)=1$, the contrast tends to $\varepsilon\frac{1-k}{k}\frac{e^2}{2}\frac{b}{(1+b)^3}$. A small $k$ then amplifies it, and the expansion requires this product, not merely $\varepsilon$, to be small.

For the germanium example I take the rough values $k=0.09$, $D=2\times10^{-4}$ cm²/s, $R=1$ cm, $\nu=1.3\times10^{-3}$ cm²/s, $\beta=10^{-4}$ K⁻¹, $\Delta T=2$ K and $g=0.0196$ cm/s², which is $2\times10^{-5}$ of standard gravity. Then

$$U=\frac{0.0196\times10^{-4}\times2\times1^2}{48\times1.3\times10^{-3}}\ \text{cm/s}=0.63\ \text{µm/s},$$

so $\varepsilon=0.126$, with $\delta=0.40$ cm and $a=2.5$. The choice $b=1.25$ puts the flow maximum one radius from the interface. For the first mode, $\lambda_1=3.832$, $f_1=0.859$ and $s_1=1.112$, which give $kA_1(0)=0.062$; the second mode gives 0.0034. The sum over modes makes the contrast $0.0887\,\varepsilon=1.1$ %, or $1.1\times10^{15}$ cm⁻³ at a nominal doping of $10^{17}$ cm⁻³. This value depends on how close to the interface the flow turns, not on $U$ alone. For a flow that fills the column, with $w=1-(1+p\zeta)e^{-p\zeta}$ and the same $U$, the contrast is 0.72 % for $p=3/a$ and 1.56 % for $p=6/a$.

A numerical solution of the full steady equation, with Bessel modes in radius and Chebyshev points in $z$, shows how far the linear law reaches for this geometry. At $\varepsilon=0.50$ the contrast is 4.40 %, against 4.46 % from the law. At $\varepsilon=2.0$ it is 16.3 %, against 17.8 %. The law is then 9 % too high relative to the full result, although the flow is twice as fast as the growth. The error depends on the flow direction: at $\varepsilon=-2.0$ the full contrast is −18.0 %, against −17.8 % from the law.

At second order the steady mean obeys $\langle c_2\rangle''+\langle c_2\rangle'=F'$, with $F=\langle u_zc_1\rangle$. Everything vanishes far away, so $\langle c_2\rangle'+\langle c_2\rangle=F$. At the interface $F=0$, and the boundary condition leaves $k\langle c_2\rangle(0)=0$. Multiplying by $e^\zeta$ and integrating,

$$\langle c_2\rangle(\zeta)=\int_0^\zeta e^{-(\zeta-t)}F(t)\,dt,\qquad\int_0^\infty\langle c_2\rangle d\zeta=\int_0^\infty F\,d\zeta .$$

The sign of the stored amount follows from the first-order equation multiplied by $e^\zeta c_1$, averaged and integrated. Its right side is $-\frac{1-k}k\int F\,d\zeta$. On the left, $c_1''+c_1'=e^{-\zeta}(e^\zeta c_1')'$, so integration by parts gives

$$(1-k)\langle c_1(0)^2\rangle-\int_0^\infty e^\zeta\left\langle c_1'^2+a^{-2}(\partial_\rho c_1)^2\right\rangle d\zeta .$$

Because $2c_1c_1'+c_1^2=e^{-\zeta}(e^\zeta c_1^2)'$, one may replace $\int e^\zeta\langle c_1'^2\rangle d\zeta$ by $\int e^\zeta\langle(c_1'+c_1)^2\rangle d\zeta+\langle c_1(0)^2\rangle$. Hence

$$\frac{1-k}k\int_0^\infty F\,d\zeta=\int_0^\infty e^\zeta\left\langle(c_1'+c_1)^2+\frac{(\partial_\rho c_1)^2}{a^2}\right\rangle d\zeta+k\langle c_1(0)^2\rangle>0 .$$

For $k<1$ weak convection of either sign thus carries dopant away from the interface on average, and the steady melt holds more of it. The extra dopant is withheld from the solid grown in the initial transient. In the example, quadrature gives $\int F\,d\zeta=0.124$. The missing amount is that contained in a length $\varepsilon^2\times0.124\,\delta=0.0158\times0.124\times0.40$ cm, or 7.8 µm, of nominally doped crystal. The absolute rise of the mean in the melt is largest at 0.94 cm from the interface, where it is about 330 ppm of the local value; relative to the local value it peaks near 1.2 cm, at about 380 ppm.

The whole history can be followed by a finite-volume calculation for a melt initially 10 cm long, with $w$ multiplied by $(1-\zeta/L)^2$ to stop the flow at the end wall. At 20, 40, 60 and 80 % frozen, the mean solid composition is 0.45, 0.64, 0.76 and 0.84 of nominal: the transient length $\delta/k=4.4$ cm is too long for a plateau. The radial contrast is 0.82, 0.89, 0.87 and 0.74 %, and the flow shifts the mean, relative to its value without flow, by −49, −51, −34 and −3 ppm. Over this part of the growth, doubling the flow multiplies the largest contrast by 2.00 and the largest absolute mean shift by 4.02. Since the ampoule is closed, any dopant missing from the early solid must enter the crystal before the last melt freezes.

The cancellation at first order was derived for a radially uniform unperturbed field. If $k$ varies with radius, $c_0$ does too, and $\langle u_zc_0\rangle$ need not vanish. With $k$ multiplied by $1+0.5(1-2\rho^2)$ in the same ampoule, the part of the absolute mean shift that reverses with the flow has a maximum 8.1 times that of the part that does not; for uniform $k$ this ratio is 0.005.

A curved interface produces radial contrast even without flow. Let it lie at $\zeta=\eta J_0(\lambda_n\rho)$, with $\eta$ small and no flow. The added field is $BJ_0(\lambda_n\rho)e^{-(1+s_n)\zeta}$. To first order the interface slope drops out, and expanding $c'=-(1-k)c$ about $\zeta=0$, with $c_0''=-c_0'=(1-k)/k$ there, gives

$$\frac{1-k}k\eta-(1+s_n)B=-(1-k)\left(B-\frac{1-k}k\eta\right),$$

so $B=(1-k)\eta/(s_n+k)$. The concentration on the interface changes by $B-\frac{1-k}k\eta$, which relative to $1/k$ is $-(1-k)\eta s_n/(s_n+k)$. For $n=1$ the factor multiplying $\eta$ is −0.84, so an axis-to-edge height difference of only 53 µm matches the convective contrast.

A flat interface is therefore a demanding assumption. If the 2 K radial difference reached the interface in an axial gradient of 30 K/cm, the interface would lie about 670 µm lower on the hot axis, and the linear formula gives about 14 % contrast, of the same sign as the convective 1.1 %. The direction of the acceleration matters as well. A transverse component drives an axial flow $\frac{g\beta G_TR^3}{8\nu}(\rho-\rho^3)\cos\varphi$ in a long column, up to sign, where $\varphi$ is the azimuth and $G_T$ the axial temperature gradient. For fully transverse $g$ it peaks at 22 µm/s, so a tilt of 1.7° already gives the speed $U$. This flow has zero mean too, so the ordering survives, but the axisymmetric contrast does not describe it. Germanium expands on freezing, by roughly 5 %, which adds a net flow of 0.25 µm/s and violates $\langle u_z\rangle=0$. This is not a small correction to the results above. The melt then approaches the interface at about $0.95V$, which changes the melt mean by up to $0.19\,c_\infty$, far more than the convective $6.5\times10^{-4}$. If the displaced melt develops the no-slip profile with the envelope $1-(1+p\zeta)e^{-p\zeta}$, $p=3/a$ to $6/a$, the linear theory gives a further contrast of roughly 0.4 to 0.9 %. The chosen acceleration is also high for the steady part in orbit, roughly $10^{-6}$ of standard gravity, at which the linear law would give 0.06 %. At standard gravity the creeping formula would give $\varepsilon\approx6300$, far outside the range of this expansion.
